**Heisenberg constant of two high-spin ions: formula against exact diagonalization**

With H = −2J S_A·S_B and −2J_ij s_i·s_j for each orbital pair, the program examines J = Σ_ij J_ij/(4 S_A S_B). Here J_ij = K_ij − 2t_ij²/Δ, where K_ij is the intersite exchange integral, t_ij the hopping and Δ = U + J_H − V the transfer energy between high-spin two-orbital ions. It asserts the projection for random Coulomb integrals and for unequal spins 3/2 and 1. It also asserts the second-order level shifts caused by finite Hund exchange, and the hopping term against an explicit resolvent. In the 70-state model, direct exchange alone gives J = 0.0170 eV from the formula, and 0.01698 and 0.01692 eV from the two exact level intervals. With hopping the formula gives 0.0105 eV, within 1 % of both exact values, and its relative error falls by a factor of 4.0 when the scale of the couplings is halved (t as λ, K as λ²). Couplings taken from isolated orbital pairs give 0.0095 eV, about 10 % too low, because their transfer energy lacks J_H.

## Numerical check

```python
"""Two high-spin ions A and B with singly occupied orbitals a_i and b_j.
Result under test, with H = -2 J S_A.S_B and -2 J_ij s_i.s_j for a pair:
    J = sum_ij J_ij / (4 S_A S_B),   J_ij = K_ij - 2 t_ij^2 / Delta
K_ij: intersite exchange integral, t_ij: hopping, U: on-site repulsion,
JH: on-site (Hund) exchange integral, V: intersite repulsion,
Delta = U + JH - V: transfer energy between high-spin two-orbital ions.
The exact side is diagonalization in the full many-electron space.
All energies are in eV.
"""
import numpy as np


class ElectronSpace:
    """All states of nelec electrons in norb orbitals (Jordan-Wigner)."""

    def __init__(self, norb, nelec):
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        parity = np.diag([1.0, -1.0])
        ann = []
        for k in range(2 * norb):
            m = np.eye(1)
            for l in range(2 * norb):
                f = parity if l < k else lower if l == k else np.eye(2)
                m = np.kron(m, f)
            ann.append(m)
        count = sum(np.diag(c.T @ c) for c in ann)
        keep = np.where(np.abs(count - nelec) < 1e-9)[0]
        block = np.ix_(keep, keep)
        self.norb, self.dim = norb, len(keep)
        self.move = [[(ann[2*p].T @ ann[2*q]
                       + ann[2*p+1].T @ ann[2*q+1])[block]
                      for q in range(norb)] for p in range(norb)]
        self.plus = [(ann[2*p].T @ ann[2*p+1])[block] for p in range(norb)]
        self.sz = [0.5 * (ann[2*p].T @ ann[2*p]
                          - ann[2*p+1].T @ ann[2*p+1])[block]
                   for p in range(norb)]
        everything = range(norb)
        w, v = np.linalg.eigh(self.dot(everything, everything))
        self.sectors = {}
        for spin in range(nelec // 2 + 1):
            self.sectors[spin] = v[:, np.abs(w - spin * (spin + 1)) < 1e-8]

    def dot(self, group1, group2):
        """Scalar product of the total spins of two groups of orbitals."""
        p1 = sum(self.plus[p] for p in group1)
        p2 = sum(self.plus[p] for p in group2)
        z1 = sum(self.sz[p] for p in group1)
        z2 = sum(self.sz[p] for p in group2)
        return z1 @ z2 + 0.5 * (p1 @ p2.T + p1.T @ p2)

    def hamiltonian(self, h, eri):
        """h_pq and (pq|rs) in chemists' order."""
        n = self.norb
        ham = np.zeros((self.dim, self.dim))
        for p in range(n):
            for q in range(n):
                ham += h[p, q] * self.move[p][q]
                for r in range(n):
                    for s in range(n):
                        g = eri[p, q, r, s]
                        if g != 0.0:
                            ham += 0.5 * g * self.move[p][q] @ self.move[r][s]
                            if q == r:
                                ham -= 0.5 * g * self.move[p][s]
        return ham

    def lowest(self, ham):
        """Lowest energy and one eigenvector for each total spin."""
        energy, vector = {}, {}
        for spin, basis in self.sectors.items():
            w, v = np.linalg.eigh(basis.T @ ham @ basis)
            energy[spin], vector[spin] = w[0], basis @ v[:, 0]
        return energy, vector


def model_integrals(U, JH, V, K, t):
    """Integrals of the two-ion model; K and t have shape (nA, nB)."""
    nA, nB = K.shape
    n = nA + nB
    h, eri = np.zeros((n, n)), np.zeros((n, n, n, n))
    h[:nA, nA:] = t
    h[nA:, :nA] = t.T
    for p in range(n):
        eri[p, p, p, p] = U
        for q in range(n):
            if p == q:
                continue
            if (p < nA) == (q < nA):
                density, exchange = U - 2 * JH, JH
            else:
                density = V
                exchange = K[min(p, q), max(p, q) - nA]
            eri[p, p, q, q] = density
            eri[p, q, p, q] = eri[p, q, q, p] = exchange
    return h, eri


rng = np.random.default_rng(7)
U, JH, V = 6.0, 0.8, 1.0
K = np.array([[0.030, 0.012], [0.006, 0.020]])
t = np.array([[0.20, 0.05], [0.10, 0.15]])
no_hop = np.zeros((2, 2))
A, B = [0, 1], [2, 3]
four = ElectronSpace(4, 4)
pair = ElectronSpace(2, 2)
SASB = four.dot(A, B)

# High-spin manifold: both ions have spin 1, nine states.
w, v = np.linalg.eigh(four.dot(A, A) + four.dot(B, B))
high = v[:, np.abs(w - 4.0) < 1e-8]
assert high.shape[1] == 9
SASB_high = high.T @ SASB @ high

# Test: general Coulomb integrals and hoppings, projected on the manifold.
factors = rng.normal(size=(6, 4, 4))
factors = factors + factors.transpose(0, 2, 1)
eri_random = np.einsum('lpq,lrs->pqrs', factors, factors)
h_random = rng.normal(size=(4, 4))
h_random = h_random + h_random.T
projected = high.T @ four.hamiltonian(h_random, eri_random) @ high
J_random = sum(eri_random[i, j, j, i] for i in A for j in B) / 4
rest = projected - np.trace(projected) / 9 * np.eye(9)
err_coulomb = np.abs(rest + 2 * J_random * SASB_high).max()
assert err_coulomb < 1e-9

# Test: unequal spins 3/2 and 1 built from five electron spins.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1.0 + 0j, -1.0])]
spins = [[np.kron(np.kron(np.eye(2**k), 0.5 * m), np.eye(2**(4 - k)))
          for m in pauli] for k in range(5)]
spinA = [sum(spins[k][c] for k in range(3)) for c in range(3)]
spinB = [sum(spins[k][c] for k in range(3, 5)) for c in range(3)]
SA2, SB2 = sum(m @ m for m in spinA), sum(m @ m for m in spinB)
w, v = np.linalg.eigh(SA2 + SB2)
top = v[:, np.abs(w - (15 / 4 + 2)) < 1e-8]
assert top.shape[1] == 12
J_pairs = rng.normal(size=(3, 2))
coupling = sum(-2 * J_pairs[i, j] * spins[i][c] @ spins[3 + j][c]
               for i in range(3) for j in range(2) for c in range(3))
J_unequal = J_pairs.sum() / (4 * 1.5 * 1.0)
product = sum(spinA[c] @ spinB[c] for c in range(3))
err_spin = np.abs(top.conj().T @ (coupling + 2 * J_unequal * product)
                  @ top).max()
assert err_spin < 1e-10


def levels(hund, K_now, t_now):
    return four.lowest(four.hamiltonian(
        *model_integrals(U, hund, V, K_now, t_now)))


def intervals(energy):
    """The two level spacings, each turned into a Heisenberg constant."""
    return np.array([(energy[1] - energy[2]) / 4,
                     (energy[0] - energy[1]) / 2])


# Test: equal pair couplings make the single constant exact.
K_equal = np.full((2, 2), K.mean())
J_equal = intervals(levels(JH, K_equal, no_hop)[0])
assert np.allclose(J_equal, K.sum() / 4, atol=1e-11)

# Direct exchange alone, with the second-order error of the projection.
J_direct = K.sum() / 4
E_direct, _ = levels(JH, K, no_hop)
J_direct_exact = intervals(E_direct)
alpha = K[0].sum() - K[1].sum()
beta = K[:, 0].sum() - K[:, 1].sum()
gamma = K[0, 0] - K[0, 1] - K[1, 0] + K[1, 1]
shift1 = -(alpha**2 + beta**2) / (4 * JH)
shift0 = -3 * gamma**2 / (16 * JH)
exact_shift1 = E_direct[1] - E_direct[2] - 4 * J_direct
exact_shift0 = E_direct[0] - E_direct[2] - 6 * J_direct
small = 0.02
E_small, _ = levels(JH, small * K, no_hop)
ratio1 = (E_small[1] - E_small[2] - 4 * small * J_direct) / small**2 / shift1
ratio0 = (E_small[0] - E_small[2] - 6 * small * J_direct) / small**2 / shift0
# The next order is smaller by about small * K / JH.
assert abs(ratio1 - 1) < 0.01 and abs(ratio0 - 1) < 0.01

# Test: one transfer from the manifold gives an eigenstate at Delta.
Delta = U + JH - V
H0 = four.hamiltonian(*model_integrals(U, JH, V, no_hop, no_hop))
E0 = np.trace(high.T @ H0 @ high) / 9
assert np.abs(H0 @ high - E0 * high).max() < 1e-10
for i in A:
    for j in B:
        for p, q in ((i, j), (j, i)):
            moved = four.move[p][q] @ high
            assert np.abs(moved).max() > 0.1
            assert np.abs(H0 @ moved - (E0 + Delta) * moved).max() < 1e-10

# Test: second-order hopping Hamiltonian from the explicit resolvent.
T = sum(t[i, j] * (four.move[i][2 + j] + four.move[2 + j][i])
        for i in range(2) for j in range(2))
w, v = np.linalg.eigh(H0)
inverse = np.array([1 / (x - E0) if abs(x - E0) > 1e-7 else 0 for x in w])
TP = v.T @ T @ high
H_second = -TP.T @ (inverse[:, None] * TP)
H_formula = (t**2).sum() / Delta * (SASB_high - np.eye(9))
assert np.abs(H_second - H_formula).max() < 1e-10

# Complete model: direct exchange and hopping together.
J_ij = K - 2 * t**2 / Delta
J_full = J_ij.sum() / 4
E_full, vec_full = levels(JH, K, t)
J_full_exact = intervals(E_full)
weights = [np.sum((high.T @ vec_full[s])**2) for s in (0, 1, 2)]


def isolated_pairs(K_now, t_now):
    """Half the singlet-triplet gap of each orbital pair taken alone."""
    out = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            ints = model_integrals(U, JH, V, K_now[i:i+1, j:j+1],
                                   t_now[i:i+1, j:j+1])
            e, _ = pair.lowest(pair.hamiltonian(*ints))
            out[i, j] = (e[0] - e[1]) / 2
    return out


J_iso = isolated_pairs(K, t)
J_naive = J_iso.sum() / 4
assert np.abs(J_full_exact - J_full).max() < 0.05 * J_full
assert (np.abs(J_full_exact - J_full).max()
        < np.abs(J_full_exact - J_naive).min())

# Test: the relative error falls as scale^2 when t ~ scale, K ~ scale^2.
scales, errors = (0.2, 0.1), []
for scale in scales:
    J_now = intervals(levels(JH, scale**2 * K, scale * t)[0])
    errors.append(np.linalg.norm(J_now / (scale**2 * J_full) - 1))
    naive_now = isolated_pairs(scale**2 * K, scale * t).sum() / 4
error_ratio = errors[0] / errors[1]
assert errors[1] < 2e-3 and 3.7 < error_ratio < 4.3
naive_error = naive_now / J_now.mean() - 1
assert abs(naive_error) > 0.05

# Test: weaker Hund exchange lowers the S = 1 and S = 0 levels.
hund_values = (0.8, 0.2, 0.05)
scan = [levels(x, K, no_hop)[0] for x in hund_values]
for s in (0, 1):
    gaps = [e[s] - e[2] for e in scan]
    assert gaps[0] > gaps[1] > gaps[2]

print(f"U, J_H, V = {U:.2f}, {JH:.2f}, {V:.2f} eV")
print("K11 K12 K21 K22 =", *[f"{x:.3f}" for x in K.ravel()], "eV")
print("t11 t12 t21 t22 =", *[f"{x:.2f}" for x in t.ravel()], "eV")
print(f"number of four-electron states = {four.dim}")
print(f"number of high-spin states = {high.shape[1]}")
print(f"random integrals, largest deviation = {err_coulomb:.0e} eV")
print(f"spins 3/2 and 1, largest deviation = {err_spin:.0e}")
print("-- direct exchange alone --")
print(f"sum of K_ij = {K.sum():.4f} eV")
print(f"J from formula = {J_direct:.5f} eV")
print(f"exact E(1)-E(2) = {E_direct[1]-E_direct[2]:.6f} eV")
print(f"exact E(0)-E(1) = {E_direct[0]-E_direct[1]:.6f} eV")
print(f"J from [E(1)-E(2)]/4 = {J_direct_exact[0]:.6f} eV")
print(f"J from [E(0)-E(1)]/2 = {J_direct_exact[1]:.6f} eV")
print(f"alpha, beta, gamma = {alpha:.3f}, {beta:.3f}, {gamma:.3f} eV")
print(f"shift of E(1): formula {shift1:.6f}, exact {exact_shift1:.6f} eV")
print(f"shift of E(0): formula {shift0:.6f}, exact {exact_shift0:.6f} eV")
print(f"K times {small}: exact/formula shift, E(1) {ratio1:.4f}")
print(f"K times {small}: exact/formula shift, E(0) {ratio0:.4f}")
print("-- with hopping --")
print(f"Delta in high-spin ions = {Delta:.2f} eV")
print(f"transfer energy of isolated pair = {U - V:.2f} eV")
print("J11 J12 J21 J22 =", *[f"{x:.5f}" for x in J_ij.ravel()], "eV")
print(f"sum of J_ij = {J_ij.sum():.5f} eV")
print(f"J from formula = {J_full:.5f} eV")
print(f"exact E(1)-E(2) = {E_full[1]-E_full[2]:.5f} eV")
print(f"exact E(0)-E(1) = {E_full[0]-E_full[1]:.5f} eV")
print(f"J from [E(1)-E(2)]/4 = {J_full_exact[0]:.5f} eV")
print(f"J from [E(0)-E(1)]/2 = {J_full_exact[1]:.5f} eV")
print("high-spin weight, S=0,1,2 =", *[f"{x:.4f}" for x in weights])
print("isolated-pair J_ij =", *[f"{x:.5f}" for x in J_iso.ravel()], "eV")
print(f"J from isolated pairs = {J_naive:.5f} eV")
for scale, error in zip(scales, errors):
    print(f"scale {scale}: relative error of formula = {error:.2e}")
print(f"ratio of these errors = {error_ratio:.3f}")
print(f"scale {scales[1]}: isolated-pair error = {100*naive_error:.1f} %")
print("-- direct exchange alone, weaker Hund exchange --")
for x, e in zip(hund_values, scan):
    j1, j0 = intervals(e)
    print(f"J_H {x:.2f} eV: [E1-E2]/4 {j1:.5f}, [E0-E1]/2 {j0:.5f} eV")
print("finished without a failed check")
```

Printed output:

```
U, J_H, V = 6.00, 0.80, 1.00 eV
K11 K12 K21 K22 = 0.030 0.012 0.006 0.020 eV
t11 t12 t21 t22 = 0.20 0.05 0.10 0.15 eV
number of four-electron states = 70
number of high-spin states = 9
random integrals, largest deviation = 3e-14 eV
spins 3/2 and 1, largest deviation = 9e-16
-- direct exchange alone --
sum of K_ij = 0.0680 eV
J from formula = 0.01700 eV
exact E(1)-E(2) = 0.067914 eV
exact E(0)-E(1) = 0.033841 eV
J from [E(1)-E(2)]/4 = 0.016978 eV
J from [E(0)-E(1)]/2 = 0.016921 eV
alpha, beta, gamma = 0.016, 0.004, 0.032 eV
shift of E(1): formula -0.000085, exact -0.000086 eV
shift of E(0): formula -0.000240, exact -0.000245 eV
K times 0.02: exact/formula shift, E(1) 1.0003
K times 0.02: exact/formula shift, E(0) 1.0004
-- with hopping --
Delta in high-spin ions = 5.80 eV
transfer energy of isolated pair = 5.00 eV
J11 J12 J21 J22 = 0.01621 0.01114 0.00255 0.01224 eV
sum of J_ij = 0.04214 eV
J from formula = 0.01053 eV
exact E(1)-E(2) = 0.04194 eV
exact E(0)-E(1) = 0.02125 eV
J from [E(1)-E(2)]/4 = 0.01049 eV
J from [E(0)-E(1)]/2 = 0.01062 eV
high-spin weight, S=0,1,2 = 0.9933 0.9953 1.0000
isolated-pair J_ij = 0.01410 0.01100 0.00201 0.01103 eV
J from isolated pairs = 0.00954 eV
scale 0.2: relative error of formula = 3.76e-04
scale 0.1: relative error of formula = 9.40e-05
ratio of these errors = 4.002
scale 0.1: isolated-pair error = -9.8 %
-- direct exchange alone, weaker Hund exchange --
J_H 0.80 eV: [E1-E2]/4 0.01698, [E0-E1]/2 0.01692 eV
J_H 0.20 eV: [E1-E2]/4 0.01691, [E0-E1]/2 0.01666 eV
J_H 0.05 eV: [E1-E2]/4 0.01653, [E0-E1]/2 0.01515 eV
finished without a failed check
```
